**Many-body dispersion energy of dipole-coupled oscillators**

The program tests $E_{\rm MBD}=\frac12\sum_p\sqrt{\lambda_p}-\frac32\sum_i\omega_i$, where $\omega_i$ are the oscillator frequencies and $\lambda_p$ are the eigenvalues of the $3N\times3N$ matrix $C$ built from the frequencies, the static polarizabilities $\alpha_i$ and the dipole tensors. It asserts that the $\lambda_p$ agree with the squared frequencies from a numerical Hessian of the full Coulomb potential, for two sets of masses with the same $\alpha_i$ and $\omega_i$. It also asserts that diagonalizing the original Hamiltonian in a truncated number basis approaches the formula from above and agrees with it to within $10^{-7}$ hartree. Further assertions cover the static polarizability, the approach to London's sum at large distance, the negative sign of the energy for random stable arrangements, and the closed form and stability limit of an identical pair. For three unequal model oscillators the output gives $E_{\rm MBD}=-0.005645$ hartree, or $-153.6$ meV. London's sum is $-0.005709$ hartree and the sum of separate pair energies is $-0.005741$ hartree, so the three-body contribution is repulsive in this triangle.

## Verification by program

```python
"""
Result under test: the ground-state interaction energy of N dipole-coupled
isotropic oscillators is
    E_MBD = (1/2) sum_p sqrt(lambda_p) - (3/2) sum_i omega_i,
where lambda_p are the 3N eigenvalues (all positive) of the matrix C with
    C_ii = omega_i^2 * identity,
    C_ij = omega_i omega_j sqrt(alpha_i alpha_j) T_ij   (i != j),
    T_ij = (identity - 3 n n^T) / R_ij^3.
alpha: static polarizability, omega: frequency, n: unit vector between sites,
R_ij: distance. Charge q and mass m obey alpha = q^2 / (m omega^2).
Hartree atomic units are used throughout.
"""
import itertools
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh


def dipole_tensor(separation):
    distance = np.linalg.norm(separation)
    n = separation / distance
    return (np.eye(3) - 3.0 * np.outer(n, n)) / distance**3


def coupling_matrix(sites, alpha, omega):
    count = len(sites)
    matrix = np.zeros((3 * count, 3 * count))
    for i in range(count):
        for j in range(count):
            if i == j:
                block = omega[i]**2 * np.eye(3)
            else:
                block = (omega[i] * omega[j] * np.sqrt(alpha[i] * alpha[j])
                         * dipole_tensor(sites[i] - sites[j]))
            matrix[3*i:3*i+3, 3*j:3*j+3] = block
    return matrix


def mbd_energy(sites, alpha, omega):
    eigenvalues = np.linalg.eigvalsh(coupling_matrix(sites, alpha, omega))
    if eigenvalues[0] <= 0.0:
        raise ValueError("no ground state: C is not positive definite")
    return 0.5 * np.sum(np.sqrt(eigenvalues)) - 1.5 * np.sum(omega)


def london_energy(sites, alpha, omega):
    total = 0.0
    for i, j in itertools.combinations(range(len(sites)), 2):
        c6 = (1.5 * alpha[i] * alpha[j] * omega[i] * omega[j]
              / (omega[i] + omega[j]))
        total -= c6 / np.linalg.norm(sites[i] - sites[j])**6
    return total


def full_coulomb_potential(flat, sites, charge, mass, omega):
    """Springs plus the undamped four-charge energy of every pair."""
    r = flat.reshape(-1, 3)
    energy = 0.5 * np.sum(mass * omega**2 * np.sum(r**2, axis=1))
    for i, j in itertools.combinations(range(len(sites)), 2):
        R = sites[i] - sites[j]
        energy += charge[i] * charge[j] * (
            1 / np.linalg.norm(R) - 1 / np.linalg.norm(R + r[i])
            - 1 / np.linalg.norm(R - r[j])
            + 1 / np.linalg.norm(R + r[i] - r[j]))
    return energy


def newton_squared_frequencies(sites, alpha, omega, mass):
    """Numerical Hessian K and masses M: solve K v = lambda M v."""
    charge = omega * np.sqrt(alpha * mass)
    size, h = 3 * len(sites), 2.0e-3
    unit = h * np.eye(size)
    hessian = np.zeros((size, size))

    def v(x):
        return full_coulomb_potential(x, sites, charge, mass, omega)

    for a in range(size):
        for b in range(a, size):
            value = (v(unit[a] + unit[b]) - v(unit[a] - unit[b])
                     - v(unit[b] - unit[a]) + v(-unit[a] - unit[b]))
            hessian[a, b] = hessian[b, a] = value / (4 * h * h)
    return eigh(hessian, np.diag(np.repeat(mass, 3)), eigvals_only=True)


def number_basis_energy(sites, charge, mass, omega, max_quanta):
    """Interaction energy from the Hamiltonian in uncoupled number states."""
    size = 3 * len(sites)
    states = []
    for quanta in range(0, max_quanta + 1, 2):  # coupling conserves parity
        for chosen in itertools.combinations_with_replacement(
                range(size), quanta):
            occupation = [0] * size
            for mode in chosen:
                occupation[mode] += 1
            states.append(tuple(occupation))
    index = {state: k for k, state in enumerate(states)}
    length = 1.0 / np.sqrt(2.0 * mass * omega)
    couplings = []
    for i, j in itertools.combinations(range(len(sites)), 2):
        tensor = dipole_tensor(sites[i] - sites[j])
        for a in range(3):
            for b in range(3):
                g = (charge[i] * charge[j] * length[i] * length[j]
                     * tensor[a, b])
                if abs(g) > 1e-15:
                    couplings.append((3*i + a, 3*j + b, g))
    rows, cols, values = [], [], []
    mode_omega = np.repeat(omega, 3)
    for state, row in index.items():
        rows.append(row)
        cols.append(row)
        values.append(float(np.dot(mode_omega, state)))
        for a, b, g in couplings:
            for da in (-1, 1):
                for db in (-1, 1):
                    new = list(state)
                    new[a] += da
                    new[b] += db
                    col = index.get(tuple(new))
                    if col is not None:
                        rows.append(row)
                        cols.append(col)
                        values.append(g * math.sqrt(
                            (state[a] + (da == 1)) * (state[b] + (db == 1))))
    hamiltonian = coo_matrix((values, (rows, cols)),
                             shape=(len(states), len(states))).tocsr()
    start = np.full(len(states), 1e-3)
    start[0] = 1.0
    lowest = eigsh(hamiltonian, k=1, which="SA", v0=start,
                   return_eigenvectors=False)[0]
    return lowest, len(states)


# Model parameters of the three-oscillator example
sites = np.array([[0.0, 0.0, 0.0], [4.0, 3.0, 0.0], [0.0, 3.0, 4.0]])
alpha = np.array([10.0, 12.0, 8.0])
omega = np.array([0.5, 0.4, 0.6])
mass = np.array([1.0, 2.0, 3.0])
charge = omega * np.sqrt(alpha * mass)

C = coupling_matrix(sites, alpha, omega)
lam = np.linalg.eigvalsh(C)
energy = mbd_energy(sites, alpha, omega)

# Static response: minimize spring energy minus field work, read off dipole
field = 1e-3
for k in range(3):
    grid = np.linspace(-1.0, 1.0, 5)
    work = 0.5 * mass[k] * omega[k]**2 * grid**2 - charge[k] * field * grid
    curve = np.polyfit(grid, work, 2)
    dipole = charge[k] * (-curve[1] / (2 * curve[0]))
    assert abs(dipole / field - alpha[k]) < 1e-8

# Classical modes of the full Coulomb model, for two different sets of masses
for trial_mass in (mass, np.array([1.0, 1.0, 1.0])):
    newton = newton_squared_frequencies(sites, alpha, omega, trial_mass)
    assert np.max(np.abs(newton - lam)) < 2e-6  # finite-difference error

# Quantum ground state of the original Hamiltonian, variational from above
levels = [2, 4, 6]
fock = [number_basis_energy(sites, charge, mass, omega, n) for n in levels]
fock_energy = [item[0] for item in fock]
assert fock_energy[0] > fock_energy[1] > fock_energy[2] > energy - 1e-11
assert abs(fock_energy[2] - energy) < 1e-7  # basis truncation

# Weak coupling: the ratio to the London sum tends to one
scales = [1, 2, 4, 8]
ratios = [mbd_energy(s * sites, alpha, omega)
          / london_energy(s * sites, alpha, omega) for s in scales]
assert abs(ratios[-1] - 1.0) < 2e-4
assert abs(ratios[-1] - 1.0) < abs(ratios[1] - 1.0)

# Sign of the energy for random stable arrangements
rng = np.random.default_rng(7)
stable = 0
for _ in range(300):
    points = rng.uniform(0.0, 12.0, (4, 3))
    a_rand = rng.uniform(2.0, 12.0, 4)
    w_rand = rng.uniform(0.2, 1.0, 4)
    if np.linalg.eigvalsh(coupling_matrix(points, a_rand, w_rand))[0] > 0:
        stable += 1
        assert mbd_energy(points, a_rand, w_rand) < 0.0
assert stable > 50

# Identical pair: closed form and limit of stability
pair_alpha, pair_omega, pair_R = 10.0, 0.5, 5.0
two_alpha = np.full(2, pair_alpha)
two_omega = np.full(2, pair_omega)


def pair_sites(distance):
    return np.array([[0.0, 0.0, 0.0], [0.0, 0.0, distance]])


x = pair_alpha / pair_R**3
closed = 0.5 * pair_omega * (
    math.sqrt(1 + 2*x) + math.sqrt(1 - 2*x)
    + 2 * math.sqrt(1 + x) + 2 * math.sqrt(1 - x) - 6)
pair_numeric = mbd_energy(pair_sites(pair_R), two_alpha, two_omega)
assert abs(closed - pair_numeric) < 1e-12
pair_london = london_energy(pair_sites(pair_R), two_alpha, two_omega)
critical = (2 * pair_alpha)**(1 / 3)
edge = [newton_squared_frequencies(pair_sites(f * critical), two_alpha,
                                   two_omega, np.ones(2))[0]
        for f in (0.98, 1.02)]
assert edge[0] < 0.0 < edge[1]

# Sum of the energies of the separate pairs of the triangle
pairs = list(itertools.combinations(range(3), 2))
pair_energies = [mbd_energy(sites[list(p)], alpha[list(p)], omega[list(p)])
                 for p in pairs]
pair_sum = sum(pair_energies)
london = london_energy(sites, alpha, omega)
to_meV = 1000 * physical_constants["Hartree energy in eV"][0]

print("THREE OSCILLATORS (model parameters)")
for k in range(3):
    print(f"oscillator {k+1}: site {sites[k]} bohr, alpha {alpha[k]:.1f} "
          f"bohr^3, omega {omega[k]:.2f} hartree")
    print(f"  test mass {mass[k]:.1f} m_e, charge {charge[k]:.5f} e")
for i, j in pairs:
    print(f"distance {i+1}-{j+1}: "
          f"{np.linalg.norm(sites[i]-sites[j]):.5f} bohr")
print("block C_12 (hartree^2), row by row:")
for row in C[0:3, 3:6]:
    print("  " + "  ".join(f"{value + 0.0:.6f}" for value in row))
print("mode frequencies sqrt(lambda_p) (hartree):")
for k in range(0, 9, 3):
    print("  " + "  ".join(f"{value:.6f}" for value in np.sqrt(lam[k:k+3])))
print(f"coupled zero-point energy: {0.5*np.sum(np.sqrt(lam)):.8f} hartree")
print(f"uncoupled zero-point energy: {1.5*np.sum(omega):.8f} hartree")
print(f"E_MBD: {energy:.8f} hartree = {energy*to_meV:.3f} meV")
for n, (value, dimension) in zip(levels, fock):
    print(f"number basis, up to {n} quanta, {dimension} states: "
          f"{value:.8f} hartree")
print(f"last number-basis value minus E_MBD: "
      f"{fock_energy[2]-energy:.1e} hartree")
print(f"London sum: {london:.8f} hartree")
for (i, j), value in zip(pairs, pair_energies):
    print(f"separate pair {i+1}-{j+1} MBD energy: {value:.8f} hartree")
print(f"sum of separate pair energies: {pair_sum:.8f} hartree")
print(f"E_MBD minus pair sum: {energy-pair_sum:.8f} hartree")
for s, ratio in zip(scales, ratios):
    print(f"all distances times {s}: E_MBD/London = {ratio:.6f}")
print(f"random stable arrangements, all with E_MBD < 0: {stable}")
print("IDENTICAL PAIR (model parameters)")
print(f"alpha {pair_alpha:.1f} bohr^3, omega {pair_omega:.2f} hartree, "
      f"R {pair_R:.1f} bohr, x = {x:.4f}")
print(f"pair energy, closed form: {closed:.8f} hartree")
print(f"pair energy, London: {pair_london:.8f} hartree")
print(f"stability limit (2 alpha)^(1/3): {critical:.5f} bohr")
print(f"lowest lambda at 0.98 of the limit: {edge[0]:.5f} hartree^2")
print(f"lowest lambda at 1.02 of the limit: {edge[1]:.5f} hartree^2")
print("verified")
```

Printed output:

```
THREE OSCILLATORS (model parameters)
oscillator 1: site [0. 0. 0.] bohr, alpha 10.0 bohr^3, omega 0.50 hartree
  test mass 1.0 m_e, charge 1.58114 e
oscillator 2: site [4. 3. 0.] bohr, alpha 12.0 bohr^3, omega 0.40 hartree
  test mass 2.0 m_e, charge 1.95959 e
oscillator 3: site [0. 3. 4.] bohr, alpha 8.0 bohr^3, omega 0.60 hartree
  test mass 3.0 m_e, charge 2.93939 e
distance 1-2: 5.00000 bohr
distance 1-3: 5.00000 bohr
distance 2-3: 5.65685 bohr
block C_12 (hartree^2), row by row:
  -0.016125  -0.025239  0.000000
  -0.025239  -0.001402  0.000000
  0.000000  0.000000  0.017527
mode frequencies sqrt(lambda_p) (hartree):
  0.383804  0.392568  0.395368
  0.487689  0.498381  0.506702
  0.604401  0.605215  0.614584
coupled zero-point energy: 2.24435529 hartree
uncoupled zero-point energy: 2.25000000 hartree
E_MBD: -0.00564471 hartree = -153.600 meV
number basis, up to 2 quanta, 46 states: -0.00560153 hartree
number basis, up to 4 quanta, 541 states: -0.00564449 hartree
number basis, up to 6 quanta, 3544 states: -0.00564471 hartree
last number-basis value minus E_MBD: 9.1e-10 hartree
London sum: -0.00570923 hartree
separate pair 1-2 MBD energy: -0.00257866 hartree
separate pair 1-3 MBD energy: -0.00210468 hartree
separate pair 2-3 MBD energy: -0.00105758 hartree
sum of separate pair energies: -0.00574092 hartree
E_MBD minus pair sum: 0.00009621 hartree
all distances times 1: E_MBD/London = 0.988699
all distances times 2: E_MBD/London = 0.997444
all distances times 4: E_MBD/London = 0.999662
all distances times 8: E_MBD/London = 0.999957
random stable arrangements, all with E_MBD < 0: 257
IDENTICAL PAIR (model parameters)
alpha 10.0 bohr^3, omega 0.50 hartree, R 5.0 bohr, x = 0.0800
pair energy, closed form: -0.00241458 hartree
pair energy, London: -0.00240000 hartree
stability limit (2 alpha)^(1/3): 2.71442 bohr
lowest lambda at 0.98 of the limit: -0.01562 hartree^2
lowest lambda at 1.02 of the limit: 0.01442 hartree^2
verified
```
